Singlet Weight and Recombination Ceiling for Two Doublet Radicals

**Problem**

Two radicals A and B each carry one unpaired electron, so each is a spin doublet. They approach from a plasma, or one approaches the other on a surface. Before contact their spins are uncorrelated and unpolarized. A bond can form between them in the singlet state, while the triplet state gives no bound product.

(a) Find the singlet weight of the pair by tracing over its spins. What changes if the radicals are polarized, or if they are correlated?

(b) The motion conserves total spin and no other unpaired spin takes part. Find the largest recombination probability of the pair, whatever the forces, the third bodies and the number of contacts.

(c) How does the answer change when the radical meets a second partner, or when the spins are mixed or relax between contacts?

(d) Methyl radicals at 350 K strike an amorphous hydrocarbon film with 10¹³ dangling bonds per cm², each with a contact area of 0.10 nm². The methyl density is 10¹³ cm⁻³ and the film holds 6 × 10²² carbon atoms per cm³. Bound the sticking coefficient for direct impact on dangling bonds and the resulting growth rate. Then size the effects left out.

**Solution**

**(a) The trace over the spins**

Spins are measured in units of ħ. The labels A and B refer to the separated fragments, whose electrons can be told apart by location before contact. The total spin S = S_A + S_B obeys

S² = S_A² + S_B² + 2 S_A·S_B = 3/2 + 2 S_A·S_B,

because each spin one-half contributes 3/4. In the singlet S² = 0, so S_A·S_B = −3/4. In the triplet S² = 2, so S_A·S_B = +1/4. The operators that equal 1 in one of these spaces and 0 in the other are therefore

P_S = 1/4 − S_A·S_B,  P_T = 3/4 + S_A·S_B.

An unpolarized doublet has the density matrix 1/2, where 1 is the 2 × 2 unit matrix. "Uncorrelated" means that the pair state is the product of the two:

ρ = (1/2) ⊗ (1/2) = 1/4,

now with the 4 × 4 unit matrix. The singlet weight is

w_S = Tr(ρ P_S) = (1/4) Tr P_S.

The trace can be taken in the product basis. The singlet is

|S⟩ = (|↑↓⟩ − |↓↑⟩)/√2,

so the diagonal elements of P_S = |S⟩⟨S| are 0 for ↑↑, 1/2 for ↑↓, 1/2 for ↓↑ and 0 for ↓↓. Their sum is 1, and

w_S = 1/4.

The remaining 3/4 is triplet weight, shared equally by three states.

Now let the radicals have polarization vectors P_A and P_B, with ⟨S_A⟩ = P_A/2 and ⟨S_B⟩ = P_B/2. In a product state the mean of S_A·S_B is the product of the means, which gives

w_S = 1/4 − ⟨S_A⟩·⟨S_B⟩ = (1 − P_A·P_B)/4.

One unpolarized partner is thus enough for the value 1/4. For two fully polarized spins at angle θ the weight is (1 − cos θ)/4. It vanishes for parallel spins and is 1/2 for antiparallel ones: the state ↑↓ is half singlet and half triplet. For independent random directions, cos θ is uniform between −1 and 1, and the average is

(1/2) ∫₋₁¹ (1 − c)/4 dc = 1/4.

The absence of correlation is a separate requirement. In the pure singlet |S⟩ each radical by itself is unpolarized, yet w_S = 1. Two radicals just released from one broken singlet bond may therefore start far from the value 1/4.

**(b) The ceiling for an isolated pair**

Let the orbital space contain all the rest: nuclear motion, electron orbitals, phonons and any third body that removes energy and stays closed-shell throughout. A third body excited to a triplet would bring in further unpaired spins, which the problem excludes. Its initial state is ρ_orb, independent of the spins. For two spins one-half, an interaction that commutes with the total spin can depend on the spins through S_A·S_B alone, since the singlet and the triplet each occur once. The Hamiltonian is

H = A ⊗ 1 + B ⊗ S_A·S_B,

where A and B are here orbital operators. On the singlet it acts as A − 3B/4, and on the triplet as A + B/4. The evolution operator therefore splits into two blocks,

U = U_S ⊗ P_S + U_T ⊗ P_T.

Let Π project on the orbital states that count as bonded product. Since the product is a singlet, its full projector is Π ⊗ P_S, and the recombination probability is

p = Tr[ U (ρ_orb ⊗ 1/4) U† (Π ⊗ P_S) ].

The factor P_S removes the triplet block. What remains is

p = (1/4) Tr(U_S ρ_orb U_S† Π) Tr P_S = p_S/4,

p_S = Tr(U_S ρ_orb U_S† Π).

Here p_S is the yield of a pair that starts as a singlet. It is a probability, so p_S ≤ 1 and

p ≤ 1/4.

Equality requires every singlet pair to end as product. In twenty random cases with five orbital states and a two-dimensional product space, the largest yield was 0.201. When the product space was instead chosen to be the evolved singlet state, the yield was 0.250, so the ceiling can be reached.

The operator U may cover a whole history of collisions. Repeated contacts of the same isolated pair therefore share one ceiling of 1/4. After a contact that consumes all singlets, the unreacted part is P_T/4, with trace 3/4. It has no singlet component, and later contacts of that pair yield nothing as long as total spin is conserved.

If the contact is less efficient, some singlet weight survives and can react later. For a constant singlet decay rate k, the yield after time t is (1 − e^(−kt))/4. It approaches 1/4 for kt ≫ 1 and is kt/4 for kt ≪ 1. In the second limit the reaction is slow, and the ceiling says little about its rate.

**(c) What lifts the ceiling**

**A second partner.** Suppose that radical 1 has failed to react with partner 2 in a fully efficient contact. It is now correlated with 2, but its own spin is still unpolarized. A fresh partner 3 is independent of both, so by part (a) the pair 1–3 again has singlet weight 1/4. The survival probability after two such partners is

(3/4)² = 9/16 = 0.5625.

After N fresh partners the reaction probability is 1 − (3/4)^N, which tends to 1. The ceiling belongs to a pair and not to the lifetime of a radical.

A return to partner 2 shows why isolation matters. Three spins one-half have eight states: four with total spin 3/2 and two doublets of two states each. The spin-3/2 states contain no singlet pair. They hold half the initial weight and never react while total spin is conserved. The two doublets differ in how the spins are coupled, and this choice spans a two-dimensional space. In it let |a⟩ denote "1 and 2 in a singlet" and |b⟩ "1 and 3 in a singlet". With the remaining spin up, and spins written in the order 1, 2, 3,

|a⟩ = (|↑↓↑⟩ − |↓↑↑⟩)/√2,  |b⟩ = (|↑↑↓⟩ − |↓↑↑⟩)/√2.

The one shared term gives ⟨a|b⟩ = 1/2, so |⟨a|b⟩|² = 1/4. Each of the two coupling directions starts with weight 1/4. The contacts then proceed as follows.

1. Contact 1–2 removes |a⟩ and leaves weight 1/4 in the orthogonal state a⊥. The total survival is 1/2 + 1/4 = 3/4.
2. Contact 1–3 removes the fraction |⟨b|a⊥⟩|² = 3/4 of that weight. It leaves 1/16 in b⊥, for a total of 1/2 + 1/16 = 9/16.
3. On return to partner 2, the fraction 3/4 of the 1/16 can react, which is 3/64. Relative to the survivors this is (3/64)/(9/16) = 1/12.

Partner 2, inert before, can react again although no spin has relaxed. Each further alternating contact reduces the doublet weight by a factor of four, and survival tends to 1/2. Three isolated spins thus allow a total reaction probability of 1/2.

**Spin mixing between contacts.** Let the unreacted pair P_T/4 evolve under a spin operator U that does not conserve total spin. The singlet weight it gains is

g = (1/4) Tr(P_S U P_T U†).

Inserting P_T = 1 − P_S and using UU† = 1 gives

g = (1 − |⟨S|U|S⟩|²)/4 ≤ 1/4.

One interval of mixing can therefore raise the total yield to at most 1/2. If a local field turns spin A by an angle φ about a unit vector n, then

U = cos(φ/2) − 2i sin(φ/2) n·S_A.

In the singlet ⟨S_A⟩ = 0, so ⟨S|U|S⟩ = cos(φ/2) and

g = sin²(φ/2)/4.

A field common to both spins, with equal g factors, turns them together. It leaves the singlet unchanged and gives g = 0.

**Relaxation between contacts.** Write the unreacted state as

P_T/4 = 3/16 + (S_A·S_B)/4.

Isotropic relaxation of spin A with time T₁ multiplies S_A by e^(−t/T₁) and leaves the unit matrix alone. In the singlet S_A·S_B = −3/4, so the weight gained is

g = 3/16 − (3/16) e^(−t/T₁) = (3/16)(1 − e^(−t/T₁)).

For long times g = 3/16, which is one quarter of the surviving 3/4: the pair has become uncorrelated again.

**Mixing during a contact.** Suppose that a coupling V, such as spin–orbit coupling, connects the singlet to one of three degenerate triplet states, and that the singlet reacts at rate k. Start in the coupled triplet, with amplitudes c_T = 1 and c_S = 0. With energies E_T and E_S,

iħ dc_T/dt = E_T c_T + V c_S,

iħ dc_S/dt = (E_S − iħk/2) c_S + V c_T.

The energy and decay terms in the second equation cannot increase |c_S|, and |c_T| ≤ 1. Hence |c_S| ≤ Vt/ħ. The first equation gives

|d|c_T|²/dt| ≤ (2V/ħ)|c_S||c_T| ≤ 2V²t/ħ²,

and integration yields 1 − |c_T|² ≤ (Vt/ħ)². This triplet state carries weight 1/4 of the initial pair, so the extra yield is at most

(Vt/ħ)²/4.

The bound holds for any energy gap and any k. If there is a gap Δ = |E_T − E_S| and no reaction during the mixing, a second limit follows, which is the sharper one at long times. Apart from a common energy, the two-state Hamiltonian h has diagonal elements ±Δ/2 and off-diagonal element V. Its square is W² times the unit matrix, with W² = V² + Δ²/4, so

e^(−iht/ħ) = cos(Wt/ħ) − i (h/W) sin(Wt/ħ).

The transition probability is (V²/W²) sin²(Wt/ħ), and the gained singlet weight is at most

V²/[4(V² + Δ²/4)].

Without reaction, a large exchange gap thus suppresses the mixing. If the singlet reacts, this limit fails: for V ≪ Δ the coupled triplet drains at the rate V²k/(Δ² + ħ²k²/4), which is largest, V²/(ħΔ), at ħk = 2Δ, and the extra yield keeps growing with time.

**(d) Methyl radicals on dangling bonds**

A molecule reaches the contact area of some dangling bond with probability at most

f = n_d a = (10¹³ cm⁻²)(0.10 × 10⁻¹⁴ cm²) = 0.010.

It can be less if the areas overlap. Each such encounter is with an uncorrelated partner, so the sticking coefficient for direct impact obeys

s ≤ f/4 = 0.0025.

The flux comes from kinetic theory. Averaging v³ e^(−mv²/2k_BT) with the Maxwell normalization gives the mean speed

v̄ = 4π (m/2πk_BT)^(3/2) · 2(k_BT/m)² = √(8k_BT/πm),

which is 702 m/s for m = 15.035 u at 350 K. The average of the velocity component toward the wall brings in an angular factor:

(1/4π) ∫ cos θ dΩ over a hemisphere = (1/2) ∫₀¹ c dc = 1/4.

This quarter is geometric and has nothing to do with spin. The flux is

F = n v̄/4 = (10¹³ cm⁻³)(7.02 × 10⁴ cm/s)/4 = 1.76 × 10¹⁷ cm⁻² s⁻¹.

If each bonded methyl adds one carbon atom and nothing is etched, the growth rate obeys

R ≤ sF/n_C = 0.0025 × 1.755 × 10¹⁷/(6 × 10²²) cm/s = 7.3 × 10⁻⁹ cm/s,

or 4.4 nm/min. At this ceiling 4.4 × 10¹⁴ bonds per cm² are consumed each second. Other processes, such as hydrogen abstraction or ion impact, must then recreate the population of 10¹³ cm⁻² about 44 times per second to hold it fixed.

**Hopping.** This is the largest of the effects estimated here. Assume an adsorption energy of 0.20 eV, a diffusion barrier of 0.10 eV and an attempt rate of 10¹³ s⁻¹ for both desorption and hopping. The mean stay is

τ = e^(0.20 eV/k_BT)/(10¹³ s⁻¹) = 76 ps,

and the inverse hop rate is 2.75 ps. The mean number of landings, including the first, is 1 + 75.84/2.754 = 28.5. If every landing is counted as a fresh site, the estimate becomes

s ≈ 28.5 × 0.0025 = 0.071.

Revisits make this count too high. On a square lattice, a random walk with this mean number of landings reaches about 16 different sites on average, which lowers the estimate to about 0.04. Efficient capture could thus exceed the direct-impact ceiling by a factor of order ten while each pair still obeys p ≤ 1/4.

**Spin–orbit mixing.** Take a rough coupling of 1 cm⁻¹, or 0.124 meV. Crossing a contact length of 0.30 nm at the mean speed takes 0.43 ps, and for that time the extra yield is at most 0.0016, or 0.65% of 1/4. The cap grows as the square of the time, so it is larger for slower molecules. For a landing of 2.75 ps the cap is 0.067, or 27% of 1/4. The second cap is too loose to show that mixing is negligible. With an exchange gap of 10 meV and no reaction during the mixing, the limit falls to 1.5 × 10⁻⁴. If the singlet reacts during the mixing, the same gap allows up to about 1.6 × 10⁻³ in 2.75 ps and 0.04 in 76 ps, reached when ħk is near twice the gap.

**Hyperfine fields and relaxation.** A static local field of 3 mT turns one spin at the rate gμ_B B/ħ, where g is here the g factor. The result sin²(φ/2)/4 of part (c) assumes that the exchange and the magnetic dipole coupling of the two electron spins are weak between contacts, compared with gμ_B B, which is 0.35 μeV here. A larger exchange gap suppresses this mixing too, and so can the dipole coupling, which is about 1.7 μeV at a distance of 0.5 nm and falls as the inverse cube of the distance. The estimates below leave both couplings out. If the radical spends the full 76 ps beside one partner, the angle is 0.040 rad and the added singlet weight is 1.0 × 10⁻⁴, or twice that when averaged over the exponential spread of stays. With T₁ = 1 μs, relaxation over the same time adds 1.4 × 10⁻⁵. Both are small against 1/4. The value of T₁ may be far too long for methyl, whose spin–rotation coupling of about 350 MHz acts like a field of some 60 mT when the molecule tumbles at 350 K. With a rotational correlation time near 1 ps, T₁ would be about 10 ns and the gain about 10⁻³, still small.

At 200 K, with the same energies and attempt rate, the mean stay is 11 ns and the angle is 5.8 rad. The added weight at that angle is 0.015. This modest number is no sign of safety: 5.8 rad lies near a full turn of 2π, and the gain passed through its maximum of 1/4 at φ = π, after about half the stay. These figures belong to a single static field and a fixed stay. Averaged over the exponential spread of stays, the static-field gain is 0.12. For the three protons of methyl, with a hyperfine constant of 2.3 mT and no applied field, the gain peaks near 0.17 rather than 1/4 and is about 0.17 at 11 ns. On a cold surface, a radical that remains near one partner can therefore lose the protection of spin conservation, provided that exchange and dipole coupling are both weak between contacts. For the dipole coupling this calls for a distance of roughly 1 nm or more. The radical must also be held near that partner: with the diffusion barrier assumed here, it would make about 330 hops during the mean stay at 200 K and usually wander away.

**Thermal polarization.** In a field of 0.10 T the two spin levels differ by gμ_B B, and their Boltzmann populations give the polarization

P = tanh(gμ_B B/2k_BT) = 1.9 × 10⁻⁴.

Both radicals are polarized in the same direction, so w_S = (1 − P²)/4. The relative decrease is 3.7 × 10⁻⁸. The unpolarized state is an excellent approximation here.

**The real film.** The parameters are round values meant for a hydrogenated amorphous carbon film in a low-pressure hydrocarbon discharge, where most surface sites are hydrogen-terminated and dangling bonds are a minority. The bond density and contact area are uncertain, and s scales with both. The gas-phase recombination of two methyl radicals, with a high-pressure rate constant near 5.5 × 10⁻¹¹ cm³/s, corresponds to an effective area of about 0.1 nm² that already contains the spin factor, or a singlet capture area near 0.4 nm². A measured effective cross section must not be multiplied by 1/4 again. The adsorption energy, barrier and spin parameters are likewise rough assumptions. A real film also receives ions, atomic hydrogen and other radicals, which create and remove dangling bonds and may add or etch carbon by other routes. The value 4.4 nm/min therefore bounds one channel, direct methyl impact on isolated dangling bonds, only for the assumed bond density and contact area, and is not a prediction of the film's growth rate. Surface mobility breaks the direct-impact assumption and, for the energies chosen here, could move the sticking estimate to about 0.04. Clustered dangling bonds break the isolation of the pair, and the three-spin case shows that the ceiling of 1/4 then need not hold. The numerical output lists the values used here.

Computed results

```
Singlet weight, unpolarized pair: 0.250000
Average over random spin directions: 0.250000
Antiparallel product singlet weight: 0.500000
Correlated singlet pair weight: 1.000000
Largest yield, random conserving dynamics: 0.200783
Yield when the ceiling is reached: 0.250000
Long-time sink yield, spin conserved: 0.250000
Long-time sink yield, z-field difference: 0.500000
Singlet weight with fresh second partner: 0.250000
Survival after two fresh partners: 0.562500
Singlet weight on return to first partner: 0.083333
Three-spin survival after many contacts: 0.500000
Gas and surface temperature: 350 K
Methyl density: 1.00e+13 cm^-3
Methyl mass: 15.035 u
Dangling-bond density: 1.00e+13 cm^-2
Contact area: 0.10 nm^2
Film carbon density: 6.00e+22 cm^-3
Mean methyl speed: 702.1 m/s
Methyl flux: 1.755e+17 cm^-2 s^-1
Dangling-bond contact fraction: 0.01000
Direct-impact sticking ceiling: 0.00250
Direct-impact growth ceiling: 4.388 nm/min
Adsorption energy: 0.20 eV
Diffusion barrier: 0.10 eV
Attempt rate: 1.00e+13 s^-1
Surface residence time: 75.84 ps
Time per landing: 2.754 ps
Mean landings including first: 28.54
Sticking estimate with fresh-site hopping: 0.0713
Magnetic field: 0.10 T
Thermal spin polarization: 1.921e-04
Relative singlet-weight decrease: 3.692e-08
Hyperfine field: 3.00 mT
Hyperfine angle in full residence: 0.0401 rad
Hyperfine added singlet weight: 1.003e-04
Cold surface temperature: 200 K
Cold residence time: 10.96 ns
Cold hyperfine angle: 5.789 rad
Cold added weight at that angle: 0.0149
Spin-lattice relaxation time: 1.00 us
Relaxation added singlet weight: 1.422e-05
Contact length: 0.30 nm
Direct encounter time: 0.427 ps
Spin-orbit coupling: 1.00 cm^-1
Spin-orbit coupling energy: 0.1240 meV
Spin-orbit added-weight cap, direct: 0.00162
Spin-orbit added-weight cap, landing: 0.06727
Exchange gap: 10.0 meV
Spin-orbit cap with gap, no sink: 1.536e-04
```
